# What the CASPT2 reference weight does and does not show

## A healthy calculation with a weight of one half

Take two electrons on two equivalent sites, with hopping \(t\) and a repulsion \(U\) that acts when both electrons are on one site. The orbitals are

\[
b=\frac{\chi_1+\chi_2}{\sqrt2},\qquad a=\frac{\chi_1-\chi_2}{\sqrt2},
\]

with one-electron energies \(-t\) and \(+t\). The reference is the closed shell \(|bb\rangle\). There is no active space, so CASPT2 reduces to ordinary closed-shell second-order perturbation theory.

Each site holds on average half an electron of each spin. The mean field therefore adds \(U/2\) to both orbital energies: \(f_b=-t+U/2\) and \(f_a=t+U/2\). Exchange of the two sites leaves \(b\) unchanged and reverses \(a\), so the singly excited configuration does not couple to \(|bb\rangle\). The double excitation \(|aa\rangle\) does, with

\[
V=\langle aa|H|bb\rangle=U\sum_{x=1}^{2}a(x)^2b(x)^2=U\left(\tfrac14+\tfrac14\right)=\frac U2 .
\]

Its zeroth-order energy above the reference is \(D=2(f_a-f_b)=4t\). The first-order amplitude is \(-V/D=-U/(8t)\), so the squared norm \(s\) of the first-order function and the second-order energy \(e_2\) are

\[
s=\frac{V^2}{D^2}=\frac{U^2}{64t^2},\qquad e_2=-\frac{V^2}{D}=-\frac{U^2}{16t}.
\]

The exact answer comes from a \(2\times2\) matrix with diagonal elements \(U/2\mp2t\) and off-diagonal element \(U/2\). Measured from \(\langle bb|H|bb\rangle=U/2-2t\), its lower eigenvalue is

\[
2t-\sqrt{4t^2+\tfrac{U^2}{4}}=-\frac{U^2}{16t}+\frac{U^4}{1024\,t^3}-\dots
\]

The first neglected term, relative to \(|e_2|\), is \(U^2/(64t^2)=s\). For \(t=U=4\) eV this gives \(s=1/64=0.0156\) and \(e_2=-0.25\) eV, against the exact \(8-\sqrt{68}=-0.2462\) eV. The difference, 0.0038 eV, is 1.5 % of \(|e_2|\), close to the leading estimate \(s\approx1.6\) %.

Now take \(n\) such dimers with no hopping or interaction between them. The Hamiltonian is a sum over dimers, so the first-order function is a sum of \(n\) terms, each with one dimer excited and the others in \(|bb\rangle\). These terms are mutually orthogonal. The squared norm is \(S=ns\) and the energy is \(ne_2\). With \(|\Psi\rangle=|0\rangle+|1\rangle\), \(\langle0|0\rangle=1\) and \(\langle0|1\rangle=0\), the reference weight is

\[
w=\frac{|\langle0|\Psi\rangle|^2}{\langle\Psi|\Psi\rangle}=\frac1{1+S}=\frac1{1+ns}.
\]

At \(n=64\) it is \(1/(1+1)=0.5\). The relative error of the correlation energy is still that of one dimer. The low weight records that many electrons are correlated, each of them weakly.

## The same effect with an active space

Add one fragment A that needs a multiconfigurational reference. It has two electrons, two active sites 1 and 2 with hopping \(t_A=2\) eV and repulsion \(U_A=4\) eV, and an external site 3. Site 3 has energy \(\lambda\), the same repulsion, and a hopping element \(-\tau\) to site 2, with \(\tau=0.4\) eV. Diagonalizing \(H\) within the active sites gives the references. The orbitals are held fixed and are not optimized for either state, so single excitations to site 3 couple to the reference; for orbitals optimized for one state alone, the coupling of that state to \(E_{3p}|0\rangle\) would vanish. With two electrons these functions span all singlets with one electron in the external orbital, so the sizes of the errors shown below belong to orbitals that are not optimized for the state in question. The ground state has natural occupations 1.894 and 0.106; the excited singlet has one electron in each of the two active orbitals.

With \(\lambda=10\) eV, CASPT2 was solved explicitly for A alone and with one and two of the dimers above as spectators:

- For \(n=0,1,2\), the ground-state \(S\) is 0.0017, 0.0173 and 0.0330, and \(w\) is 0.998, 0.983 and 0.968.
- The excitation energy is 6.467 eV in all three cases, or \(1.036\times10^{-18}\) J. Full diagonalization of A gives 6.457 eV, so the error is 0.010 eV.

Each spectator adds \(0.0156\) to \(S\). With 64 of them, \(S=0.0017+64\times0.015625=1.0017\) and \(w=1/2.0017=0.4996\), for 130 electrons. The excitation energy has not moved. A rule that rejects calculations below a fixed weight such as 0.7 would accept the small system and reject the large one, although both give the same excitation energy with the same error.

## The correct statement

**Additivity.** Let a system consist of one fragment A with an active space and closed-shell fragments that interact neither with A nor with one another, described by their own Hartree-Fock orbitals. Then in internally contracted CASPT2

\[
S=S_A+\sum_B s_B,\qquad E_2=E_{2,A}+\sum_B e_{2,B},\qquad w=\frac1{1+S}.
\]

The weight falls with every spectator that has \(s_B>0\), while energy differences between states of A are unchanged. Only correlated electrons count, each fragment with its own \(s_B\): a frozen shell contributes nothing to \(S\).

**Diagnosis.** A difference in weight between states or geometries, at equal correlated electrons, basis and zeroth-order Hamiltonian, is a warning. It is neither necessary nor sufficient for an error in the energy. An intruder is identified by a small denominator whose single term makes up most of the difference in \(S\); its share of the total \(S\) falls as spectators are added.

### The first-order equation

Let \(E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}\), and let \(D_{pq}=\langle0|E_{pq}|0\rangle\) be the density matrix of the reference. The generalized Fock operator is

\[
F=\sum_{pq}f_{pq}E_{pq},\qquad f_{pq}=h_{pq}+\sum_{rs}D_{rs}\left[(pq|rs)-\tfrac12(ps|rq)\right].
\]

Let \(Q\) project on the span of those functions \(E_{pq}E_{rs}|0\rangle\) that lie outside the complete active space. The zeroth-order Hamiltonian \(H_0\) is \(F\) with all couplings removed between \(|0\rangle\), the rest of the active space, the space \(Q\), and everything else. No level shift or IPEA shift is used. Thus \(H_0|0\rangle=E_0|0\rangle\) with \(E_0=\langle0|F|0\rangle\).

The first-order equation is \((H_0-E_0)|1\rangle=-(H-E_{\rm ref})|0\rangle\), where \(E_{\rm ref}=\langle0|H|0\rangle\). The reference is an eigenstate of \(H\) within the active space, and \(H\) contains at most two-electron operators, so \(H|0\rangle=E_{\rm ref}|0\rangle+QH|0\rangle\). Hence

\[
Q(F-E_0)Q|1\rangle=-QH|0\rangle,\qquad E_2=\langle0|H|1\rangle .
\]

In eigenfunctions \(|k\rangle\) of \(QFQ\) within \(Q\), with eigenvalue \(E_0+D_k\) and coupling \(V_k=\langle k|H|0\rangle\), the amplitudes are \(-V_k/D_k\), and

\[
S=\sum_k\frac{V_k^2}{D_k^2},\qquad E_2=-\sum_k\frac{V_k^2}{D_k}.
\]

### Proof of additivity

Collect all spectators into one closed-shell system B, so that \(|0\rangle=|0_A0_B\rangle\). No integrals connect A and B, and \(D\) has no elements between them; therefore \(H=H_A+H_B\), \(F=F_A+F_B\) and \(E_0=\varepsilon_A+\varepsilon_B\), with \(\varepsilon_X=\langle0_X|F_X|0_X\rangle\). For Hartree-Fock orbitals, \(f\) has no elements between occupied and virtual orbitals of B. This has three consequences: \(F_B|0_B\rangle=\varepsilon_B|0_B\rangle\), \(H_B\) does not couple \(|0_B\rangle\) to single excitations, and \(F_B\) conserves the number of electrons in virtual orbitals. The first-order function \(|1_B\rangle\) of B alone therefore contains double excitations only.

Try \(|1\rangle=|1_A0_B\rangle+|0_A1_B\rangle\), where \(|1_A\rangle\) and \(|1_B\rangle\) solve the separate problems.

*First term.* Since \((F_B-\varepsilon_B)|0_B\rangle=0\),

\[
Q(F-E_0)|1_A0_B\rangle=Q\,|(F_A-\varepsilon_A)1_A,\,0_B\rangle .
\]

We need the functions of \(Q\) in which B is in \(|0_B\rangle\). Each \(E_{pq}E_{rs}|0\rangle\) leaves B either in \(|0_B\rangle\) or in something orthogonal to it. The former happens if all indices belong to A, if the indices on B form \(E_{ii}\), which gives a factor 2, if an electron enters a virtual orbital \(c\) of B and leaves it again, or if an electron leaves an occupied orbital \(i\) of B and another refills it. In the last case the commutator of the operators gives

\[
E_{iq}E_{pi}|0\rangle=2\delta_{pq}|0\rangle-E_{pq}|0\rangle ,
\]

because \(E_{iq}|0\rangle=0\) for a full orbital \(i\). For the virtual orbital, the commutator \([E_{pc},E_{cq}]=E_{pq}-\delta_{pq}E_{cc}\) together with \(E_{pc}|0\rangle=E_{cc}|0\rangle=0\) gives \(E_{pc}E_{cq}|0\rangle=E_{pq}|0\rangle\). Every case yields at most a single or double excitation of A, so \(Q\) acts here as \(Q_A\). The result is \(-|Q_AH_A0_A,\,0_B\rangle\), by the equation for A.

*Second term.* B has two electrons in virtual orbitals and its full number of electrons. Two replacement operators can produce this only if both act within B, so the matching functions of \(Q\) all have A in \(|0_A\rangle\). The part of \(F\) on A then enters only through \(\langle0_A|F_A-\varepsilon_A|0_A\rangle=0\). What remains is the equation for B, which gives \(-|0_A,\,Q_BH_B0_B\rangle\).

The two results add up to \(-QH|0\rangle\), so the trial function is the solution, and it is unique if no \(D_k\) vanishes. Its two terms are orthogonal, because \(\langle0_B|1_B\rangle=0\). Therefore \(S=S_A+S_B\), and \(\langle0|H|1\rangle\) gives \(E_2=E_{2,A}+E_{2,B}\). Within B, occupied and virtual orbitals can be chosen local to each spectator, and \(H_B\) excites one spectator at a time. So \(S_B=\sum s_B\) and \(E_{2,B}=\sum e_{2,B}\), as for the dimers. The reference and second-order energies of B are the same for every state of A and cancel from energy differences.

### Where additivity fails

The first term needed \((F_B-\varepsilon_B)|0_B\rangle=0\). A multiconfigurational \(|0_B\rangle\) is in general not an eigenfunction of \(F_B\). Then \(|1_A\rangle\,(F_B-\varepsilon_B)|0_B\rangle\) survives, and it can overlap with functions of \(Q\) that combine a single excitation of A with a replacement on B, either inside its active space or into its external orbital. For two copies of fragment A in their ground states at \(\lambda=10\) eV, \(S\) exceeds \(2S_A\) by 5.7 % with the fixed orbitals. With orbitals optimized for the ground state the single excitations no longer couple to the reference; \(S_A\) falls to \(4.4\times10^{-8}\) and the pair gives \(8.9\times10^{-8}\), additive to these digits. The growth with size remains, but strict additivity is no longer guaranteed. Interacting fragments lie outside the proof as well; for them additivity is an approximation.

### The exact overlap follows another law

For independent fragments the exact wave function is a product, so its squared overlap with the reference is a product too. For one dimer, the \(2\times2\) matrix above has a mixing angle \(\varphi\) with \(\tan2\varphi=(U/2)/(2t)\), hence

\[
p=\cos^2\varphi=\frac12\left(1+\frac{2t}{\sqrt{4t^2+U^2/4}}\right)=0.98507 .
\]

With \(n\) spectators the overlap is \(p_A\,p^n\), where \(p_A=0.9986\) for the ground state of A. At \(n=64\) this is 0.381, against \(w=0.4996\). The first-order function excites one dimer at a time, whereas the product also contains simultaneous excitations. The CASPT2 weight is thus a property of the first-order function, and for large systems it is not an estimate of the exact overlap.

## How to compare weights

Since \(1/w=1+S\), two states or geometries \(x\) and \(y\) obey

\[
\frac1{w_x}-\frac1{w_y}=S_x-S_y,\qquad w_y-w_x=w_xw_y\,(S_x-S_y).
\]

Spectators that are the same in \(x\) and \(y\) cancel from the first difference. In the second they remain through the factor \(w_xw_y\), which shrinks with size. For the excited state of A, lowering \(\lambda\) from 10 to 4.5 eV raises \(1/w\) by 0.375, both without spectators and with two. The drop in \(w\) is 0.27 without spectators, 0.26 with two, and 0.08 with 64. The same disturbance looks small in a large system if one reads \(w\), and keeps its size if one reads \(1/w\).

Even a difference in \(S\) can be harmless. At \(\lambda=10\) eV, \(S_A\) is 0.0030 for the excited state and 0.0017 for the ground state. The ratio is almost two, yet the smallest coupled denominator of the excited state is 5.98 eV and its energy is wrong by only 0.009 eV relative to full diagonalization.

## A low weight that does signal failure

The excited singlet of A can be solved by hand. Let \(g\) and \(u\) be the even and odd combinations of sites 1 and 2. The reference is the singlet with one electron in each. Written in sites, it is \((|11\rangle-|22\rangle)/\sqrt2\), so its energy is \(E_{\rm ref}=U_A=4\) eV. Each active site holds one electron on average, which gives

\[
f_g=\tfrac{U_A}2-t_A=0,\qquad f_u=\tfrac{U_A}2+t_A=4\ \text{eV},\qquad f_3=\lambda,\qquad E_0=f_g+f_u=4\ \text{eV}.
\]

The space \(Q\) holds the singlets \(|g3\rangle\), \(|u3\rangle\) and \(|33\rangle\). With \(v=\tau/\sqrt2\), the hopping elements are \(h_{3u}=+v\) and \(h_{3g}=-v\). Replacing \(u\) by 3 in the reference gives \(|g3\rangle\) with coupling \(+v\); replacing \(g\) gives \(|u3\rangle\) with coupling \(-v\). Between \(|33\rangle\) and a singlet with two different orbitals, \(F\) has an extra factor \(\sqrt2\), because both spin terms contribute. As \(\sqrt2v=\tau\), the amplitudes \(x,y,z\) of the three configurations satisfy, in eV,

\[
\begin{aligned}
(\lambda-4)x-\tau z&=-v,\\
\lambda y+\tau z&=v,\\
-\tau x+\tau y+(2\lambda-4)z&=0 .
\end{aligned}
\]

At \(\lambda=4\) eV the first equation gives \(z=v/\tau=1/\sqrt2\). The second gives \(4y=v-\tau/\sqrt2=0\). The third gives \(x=4z/\tau=4/(0.4\sqrt2)=7.07\). Hence

\[
S=x^2+y^2+z^2=50+0+0.5=50.5,\qquad w=\frac1{51.5}=0.019,
\]

\[
E_2=vx-vy=\frac{\tau}{\sqrt2}\cdot\frac{4}{\sqrt2\,\tau}=2.0\ \text{eV}.
\]

The energy is 2.0 eV too high relative to the exact state that overlaps most with the reference. One eigenfunction of \(QFQ\), with denominator \(-0.04\) eV, carries 99.99 % of \(S\). At the same \(\lambda\) the ground state has \(w=0.988\), so here the comparison between states does raise the alarm.

The exact state is nevertheless close to the reference, with squared overlap 0.960. The near-degeneracy belongs to \(F\) and not to \(H\). In \(|g3\rangle\) the electrons never share a site, so its expectation value of \(H\) is \(\lambda-t_A\), and its gap to the reference is \(\lambda-t_A-U_A=\lambda-6\) eV. The Fock operator still charges the electron in \(g\) the mean-field repulsion \(U_A/2\), and gives the gap \(\lambda-4\) eV. At \(\lambda=4\) eV the true gap is \(-2\) eV, well beyond the coupling of 0.28 eV. The damage needs this coupling. With the two active orbitals optimized for this state, a small denominator (\(-0.08\) eV) remains, but \(w=0.967\) and the error is 0.002 eV.

Compare this with the 64 spectators. There \(S\approx1\) is a sum of many terms of 0.0156 each; here \(S=50.5\) is practically one term. For a single term \(S_k=V_k^2/D_k^2\), the energy contribution has magnitude \(V_k^2/|D_k|=|V_k|\sqrt{S_k}\). An intruder with very small \(V_k\) can therefore lower the weight noticeably and hardly change the energy.

## A high weight that hides an error

At \(\lambda=6\) eV the gap in \(H\) closes, while the gap in \(F\) is 2 eV. The leading term of \(S\) is \(v^2/D^2=0.08/4=0.02\), and the full solution gives \(w=0.978\). The exact state that most resembles the reference overlaps with it by only 0.52, because \(H\) mixes the reference and \(|g3\rangle\) almost equally. Relative to that state, the CASPT2 energy is wrong by 0.24 eV. This is of the order of the coupling \(v=0.28\) eV, which sets the shift of two degenerate levels.

The weight and the exact overlap thus rank the two geometries in opposite order: 0.019 against 0.960 at \(\lambda=4\) eV, and 0.978 against 0.52 at 6 eV. The weight tests whether the first-order function is small for the chosen \(H_0\). It cannot show that \(H_0\) has placed the outer configurations correctly. At 6 eV the strong mixing has to be treated in the reference. One way is to include site 3 in the active space. In this two-electron model the mixture is nearly one configuration with \(u\) rotated by about 45° into site 3, so optimizing the two active orbitals for this state also cures it (overlap 0.9999, error below 0.001 eV). Orbitals averaged over the two lowest singlets do not: they give \(w=0.988\), overlap 0.77 and an error of 0.11 eV.

In practice, compare \(1/w\) along the path and between states with all settings fixed. Where it jumps, inspect the denominators and the largest amplitudes. Where it stays smooth, the possibility of a near-degeneracy outside the active space still has to be examined separately, for instance by enlarging that space or by reoptimizing the orbitals for the state. The numerical check below covers the additivity, the hand solution and both counter-examples.

## Values computed for the example and the checks

```
active fragment: hopping 2.0 eV, repulsion 4.0 eV
coupling to external site: 0.4 eV
spectator: hopping 4.0 eV, repulsion 4.0 eV
healthy external level: 10.0 eV
ground natural occupations: 1.8944, 0.1056
spectator norm s: 0.015625; e2: -0.2500 eV
exact reference weight of one spectator: 0.98507
EXPLICIT CASPT2, healthy level (S, w dimensionless)
n=0 ground: S=0.001701 w=0.99830 E2=-0.01646 eV
n=0 excited: S=0.003042 w=0.99697 E2=-0.02139 eV
n=0 excitation energy: 6.467201 eV
n=1 ground: S=0.017326 w=0.98297 E2=-0.26646 eV
n=1 excited: S=0.018667 w=0.98168 E2=-0.27139 eV
n=1 excitation energy: 6.467201 eV
n=2 ground: S=0.032951 w=0.96810 E2=-0.51646 eV
n=2 excited: S=0.034292 w=0.96684 E2=-0.52139 eV
n=2 excitation energy: 6.467201 eV
excitation energy in SI: 1.03616e-18 J
exact excitation energy: 6.457210 eV
smallest coupled denominator, excited: 5.9840 eV
GROUND STATE, LAW FOR n SPECTATORS: CASPT2 w | exact overlap
n=0, electrons=2: 0.9983 | 0.9986
n=8, electrons=18: 0.8875 | 0.8854
n=16, electrons=34: 0.7989 | 0.7850
n=32, electrons=66: 0.6659 | 0.6171
n=64, electrons=130: 0.4996 | 0.3813
two active fragments: S exceeds 2*S_A by 5.72 %
SCAN, n=0: level/eV, w excited, w ground, exact overlap excited
 10.0 0.9970 0.9983 0.9937
  8.0 0.9937 0.9973 0.9789
  6.0 0.9776 0.9950 0.5205
  5.0 0.9180 0.9927 0.9223
  4.5 0.7255 0.9908 0.9531
  4.0 0.0194 0.9880 0.9596
  3.0 0.9247 0.9770 0.9136
SCAN, excited, all in eV: level, denominator, E2, error vs exact
 10.0   5.9840  -0.0214   0.0086
  8.0   3.9800  -0.0302   0.0224
  6.0   1.9733  -0.0541   0.2366
  5.0   0.9680  -0.0992  -0.1497
  4.5   0.4644  -0.1914  -0.2124
  4.0  -0.0400   2.0000   2.0000
  3.0  -1.0531   0.0506   0.1036
intruder: S=50.500, share of one function 99.99 %
level 4.5 eV against 10.0 eV, excited state:
rise of 1/w: n=0 0.37534, n=2 0.37534
drop of w: n=0 0.2715, n=2 0.2574, n=64 0.0788
```
